**Q:** The formation energy of a vacancy depends on the atmosphere in which the crystal is annealed. Yet a defect's charge-transition levels are drawn in the gap as fixed lines, with no atmosphere specified. Both are built from the same energies. How can one depend on the reservoir and the other not?

**A:** Let us first write down the energy that depends on it. The crystal exchanges neutral atoms of kind $i$ with reservoirs at chemical potentials $\mu_i$, and electrons with a reservoir at $\mu_e$. At fixed chemical potentials the quantity to compare is the grand energy

$$G=E-\sum_i\mu_iN_i-\mu_eN_e .$$

Here $E$ is the total energy, $N_i$ the number of atoms and $N_e$ the number of electrons in excess of neutrality. The atoms bring their own electrons, so a defect of charge $q$, in units of the elementary charge, has $N_e=-q$.

Let the defect $X$ add $n_i$ atoms of kind $i$; a vacancy has $n_i=-1$. Measure the Fermi energy $E_F$ from the valence-band edge $E_v$, so that $\mu_e=E_v+E_F$. Subtracting the grand energy of the perfect crystal gives

$$E_f(X^q)=E(X^q)-E_{\rm bulk}-\sum_i n_i\mu_i+q(E_v+E_F).$$

The last sign is positive because the $q$ removed electrons go into the reservoir, where each has energy $\mu_e$. I take $E(X^q)$ to be the energy of an isolated defect with its surroundings relaxed.

**Q:** Show me the dependence on the atmosphere with numbers.

**A:** Take a model compound AB with round parameters. A cell of 32 AB pairs has energy $-320$ eV, or $-10$ eV per pair. The elements have energies $-3$ eV (A) and $-5$ eV (B) per atom, so the compound forms with $-10-(-3-5)=-2$ eV per pair.

Equilibrium with the compound requires $\mu_A+\mu_B=-10$ eV. Neither element may precipitate, so $\mu_A\le-3$ eV and $\mu_B\le-5$ eV. Together these give

$$-7\ {\rm eV}\le\mu_B\le-5\ {\rm eV},$$

from the B-poor to the B-rich limit.

Suppose the cell with a neutral B vacancy has energy $-309.6$ eV. Since $n_B=-1$,

$$E_f(V_B^0)=-309.6+320+\mu_B=10.4\ {\rm eV}+\mu_B .$$

This is 5.4 eV in the B-rich limit and 3.4 eV in the B-poor limit. The removed atom goes to a reservoir where it is more strongly bound in the second case.

**Q:** Then a level obtained from such energies should move by up to 2 eV as well.

**A:** That depends on what is compared. Define $\varepsilon(q/q')$, with $q>q'$, as the Fermi energy at which $X^q$ and $X^{q'}$ have equal formation energies. Setting them equal gives

$$\begin{aligned}
&E(X^q)-E_{\rm bulk}-\sum_i n_i\mu_i+q(E_v+E_F)\\
&\quad=E(X^{q'})-E_{\rm bulk}-\sum_i n_i\mu_i+q'(E_v+E_F).
\end{aligned}$$

The two states contain the same atoms. The bulk energy and the whole atomic sum therefore stand on both sides and cancel:

$$E(X^q)-E(X^{q'})=(q'-q)(E_v+E_F).$$

Dividing by $q'-q$ and solving for $E_F$ gives

$$\varepsilon(q/q')=\frac{E(X^q)-E(X^{q'})}{q'-q}-E_v .$$

No $\mu_i$ is left. The same level can be written with formation energies at $E_F=0$, whose common atomic term cancels in the difference:

$$\varepsilon(q/q')=\frac{E_f(X^q;0)-E_f(X^{q'};0)}{q'-q}.$$

Physically, changing the charge state moves electrons between the defect and the electron reservoir. No atom is exchanged, so the price of an atom does not enter.

For the doubly positive vacancy the cell energy is $-301$ eV, and $E_v=-6$ eV. Hence

$$\varepsilon(2{+}/0)=\frac{-301+309.6}{0-2}+6=-4.3+6=1.7\ {\rm eV}.$$

At this Fermi energy both states cost 5.4 eV in the B-rich limit and 3.4 eV in the B-poor limit. The crossing moves vertically in a plot of formation energy against $E_F$, but not sideways.

**Q:** You have exchanged one arbitrary reference for another. The zero of the electrostatic potential in a periodic crystal is a convention, and your formula contains $E_v$.

**A:** The convention drops out if it is applied consistently. Raise the potential energy of every electron by $\delta$. In a neutral cell, the change for the electrons is balanced by that for the nuclei. A cell lacking $q$ electrons lacks $q\delta$ of the electronic part, so

$$E(X^q)\to E(X^q)-q\delta,\qquad E_v\to E_v+\delta .$$

In the formation energy, $-q\delta+q\delta=0$. If $E_v$ is taken from a separate bulk calculation with a different potential zero, this cancellation is lost and the level is wrong by the misalignment.

Finite cells bring a second difficulty. A charged defect interacts with its periodic images and with the compensating background. If this leaves an error $\Delta_q$ in $E(X^q)$, the level formula, being linear in the energies, has the error

$$\delta\varepsilon=\frac{\Delta_q-\Delta_{q'}}{q'-q}.$$

Such errors depend on charge and in general do not cancel as the atomic terms do. They must be removed before the energies are used.

**Q:** With three charge states there are three crossings. Are all of them levels of the defect?

**A:** All are crossings, but not all need be transitions between stable states. Write $E_f(X^q)=a_q+qE_F$, where $a_q$ is the value at $E_F=0$. Each state is a straight line of slope $q$, and the stable state is the lowest line.

The stable charge cannot rise with $E_F$. Suppose $q$ is stable at $E_1$ and $q'$ at $E_2>E_1$. Then

$$a_q+qE_1\le a_{q'}+q'E_1,\qquad a_{q'}+q'E_2\le a_q+qE_2 .$$

Adding these and cancelling $a_q+a_{q'}$ gives $(q'-q)(E_2-E_1)\le0$, hence $q'\le q$. A higher Fermi energy favours states that hold more electrons.

For charges $2+$, $+$ and $0$ the crossings are

$$\varepsilon(2{+}/{+})=a_1-a_2,\quad \varepsilon({+}/0)=a_0-a_1,\quad \varepsilon(2{+}/0)=\tfrac12(a_0-a_2).$$

The third is the mean of the first two. The singly charged state lies below $2+$ when $E_F>\varepsilon(2{+}/{+})$, and below the neutral state when $E_F<\varepsilon({+}/0)$. Both can hold only if

$$\varepsilon(2{+}/{+})<\varepsilon({+}/0).$$

If the order is reversed, the singly charged state is never the most stable one. The defect goes directly from $2+$ to $0$ at the mean.

**Q:** The reversed order means that the second electron is bound more strongly than the first, although electrons repel. What could cause that?

**A:** Relaxation of the lattice can. Consider a vacancy orbital of energy $e_d$ holding $n=2-q$ electrons, with repulsion $U$ when it is doubly occupied. Couple the electrons to one lattice coordinate $Q$ of stiffness $K$:

$$E(n,Q)=C+ne_d+U\delta_{n,2}+\tfrac12KQ^2-\lambda nQ .$$

$C$ is the energy of the empty centre, and $\delta_{n,2}$ is one for $n=2$ and zero otherwise. The minimum follows from $KQ-\lambda n=0$, so $Q_n=n\lambda/K$. Inserting it,

$$\tfrac12KQ_n^2-\lambda nQ_n=\frac{n^2\lambda^2}{2K}-\frac{n^2\lambda^2}{K}=-n^2S,\qquad S=\frac{\lambda^2}{2K}.$$

The relaxed energies are therefore

$$E_0=C,\qquad E_1=C+e_d-S,\qquad E_2=C+2e_d+U-4S .$$

In the level formula adjacent charges have $q'-q=-1$, so each level is the change in the defect's energy (final minus initial) on adding one electron, minus $E_v$:

$$\begin{aligned}
\varepsilon(2{+}/{+})&=E_1-E_0-E_v=e_d-S-E_v,\\
\varepsilon({+}/0)&=E_2-E_1-E_v=e_d+U-3S-E_v .
\end{aligned}$$

Their separation is $U_{\rm eff}=U-2S$. The relaxation energy grows as $n^2$, so the second electron gains $3S$ and the first only $S$. In this model the order reverses when $2S>U$.

**Q:** Which case is your vacancy?

**A:** The reversed one. It has $e_d=-3.6$ eV, $U=0.6$ eV, $\lambda=1$ eV/Å and $K=1$ eV/Å$^2$, so $S=0.5$ eV. These round values give $Q_2=2$ Å, too large for the harmonic displacement of a single atom; the levels depend on $\lambda$ and $K$ only through $S$. Then

$$\begin{aligned}
\varepsilon(2{+}/{+})&=-3.6-0.5+6=1.9\ {\rm eV},\\
\varepsilon({+}/0)&=-3.6+0.6-1.5+6=1.5\ {\rm eV},
\end{aligned}$$

and $U_{\rm eff}=-0.4$ eV. The stable transition is at the mean, 1.7 eV, as found above. There the singly charged state costs 5.6 eV in the B-rich limit, 0.2 eV more than the other two. This excess is $|U_{\rm eff}|/2$.

Make the lattice five times stiffer and $S$ falls to 0.1 eV. The levels become 2.3 and 2.7 eV, $U_{\rm eff}=+0.4$ eV, and the singly charged state is stable between them. In the limit of a rigid lattice, $S\to0$ and the levels are separated by $U$ alone. The atomic reservoirs play no part in any of these changes.

**Q:** Could I read the level from an optical absorption threshold?

**A:** Not directly, because absorption is fast compared with the motion of the atoms. Consider lifting one electron from the neutral vacancy to the conduction-band edge $E_c=E_v+E_g$, with gap $E_g=3$ eV. With the lattice frozen at $Q_2=2\lambda/K$, the singly occupied centre has energy

$$E(1,Q_2)=C+e_d+\frac{2\lambda^2}{K}-\frac{2\lambda^2}{K}=C+e_d .$$

The vertical ionization energy is then

$$I_{\rm vert}=E(1,Q_2)+E_c-E_2=E_c-e_d-U+4S .$$

If the lattice relaxes, $E_1=C+e_d-S$ replaces $E(1,Q_2)$:

$$I_{\rm th}=E_1+E_c-E_2=E_c-e_d-U+3S=E_g-\varepsilon({+}/0).$$

The difference is $S$. Here $I_{\rm vert}=-3+3.6-0.6+2=2.0$ eV and $I_{\rm th}=1.5$ eV. The charge-transition level belongs to the relaxed process. Vibrations spread the measured onset around $I_{\rm vert}$, with a weak tail that at low temperature extends down to $I_{\rm th}$. At low temperature the weight at $I_{\rm th}$ is $e^{-S/\hbar\omega}$, where $\omega$ is the vibrational frequency. With $K=1$ eV/Å$^2$ and a mass of 16 u, $\hbar\omega=16$ meV and this weight is below $10^{-13}$, too faint to see; a stiffer or lighter mode with the same $S$ gives a much stronger tail. Heating also fills it in: at 1000 K about 9% of the weight lies below 1.6 eV. These energies leave out the attraction between the released electron and the charged centre.

**Q:** So far you have compared energies. Processing takes place at high temperature, where entropy matters. Does the reservoir return through the populations?

**A:** At a given Fermi energy, it enters the number of defects but not the ratio of their charge states. Treat the B sites as independent. A site is either occupied by its atom, with relative weight 1, or vacant in charge state $q$, with weight $w_q$. Completing the square in the model energy gives

$$E(n,Q)=E_n+\tfrac12K(Q-Q_n)^2 .$$

For a classical coordinate, the integral of the Boltzmann factor over $Q$ gives the same factor $\sqrt{2\pi k_BT/K}$ for every $n$. I assume that the occupied site has the same local stiffness and mass, so the vibrational factors cancel there too. What remains is

$$w_q=g_q\,e^{-E_f(X^q)/k_BT},\qquad \theta_q=\frac{w_q}{1+\sum_r w_r}.$$

Here $\theta_q$ is the fraction of sites in state $q$, and $g_q$ counts spin states: $g_2=1$, $g_1=2$, $g_0=1$. The denominator is common to all charge states. Moreover, the definition of the level gives $a_q-a_{q'}=-(q-q')\varepsilon(q/q')$, so

$$E_f(X^q)-E_f(X^{q'})=(q-q')[E_F-\varepsilon(q/q')].$$

The population ratio is therefore

$$\frac{\theta_q}{\theta_{q'}}=\frac{g_q}{g_{q'}}\exp\left[-\frac{(q-q')(E_F-\varepsilon(q/q'))}{k_BT}\right].$$

There is no $\mu_i$ in it. Setting the ratio to one and taking the logarithm gives the Fermi energy of equal populations:

$$E_F^{\rm eq}=\varepsilon(q/q')+\frac{k_BT}{q-q'}\ln\frac{g_q}{g_{q'}} .$$

At 1000 K, $k_BT=0.0862$ eV and $k_BT\ln2=0.060$ eV. The point for $2+$ and $+$ moves from 1.900 down to 1.840 eV, and that for $+$ and $0$ from 1.500 up to 1.560 eV. The point for $2+$ and $0$ stays at 1.700 eV, since both states have $g=1$.

Temperature also blurs the sharp transition. At $E_F=1.7$ eV the ratio of $+$ to $2+$ is $2\exp(-0.2/0.0862)\approx0.20$. With equal numbers of $2+$ and $0$, about $0.20/2.20\approx9\%$ of the vacancies are singly charged, although that state is never the lowest in energy.

If the vibrational frequencies differ between charge states, their free energies must replace the energies. The level then acquires a temperature dependence, but the atomic terms still cancel.

**Q:** Let me try to break the cancellation. I compare a positive B vacancy with a negative A vacancy. Their lines cross too.

**A:** They do, and that crossing depends on the reservoir. The two defects have different compositions. With $b$ and $a$ for the parts independent of $\mu$ and $E_F$,

$$E_f(V_B^{2+})=b+\mu_B+2E_F,\qquad E_f(V_A^{2-})=a+\mu_A-2E_F .$$

Equating them gives

$$E_F^*=\frac{a-b+\mu_A-\mu_B}{4}.$$

Because $\mu_A+\mu_B$ is fixed, a change $\Delta\mu_A$ comes with $\Delta\mu_B=-\Delta\mu_A$. Hence

$$\Delta E_F^*=\frac{\Delta\mu_A-\Delta\mu_B}{4}=\frac{\Delta\mu_A}{2}.$$

In the B-rich limit the formation energies at $E_F=0$ are 2 eV for $V_B^{2+}$ and 4 eV for $V_A^{2-}$, so $E_F^*=(4-2)/4=0.5$ eV. In the B-poor limit they are 0 and 6 eV, and $E_F^*=1.5$ eV. The shift of 1 eV is half the 2 eV change in $\mu_A$. This crossing marks where two species cost the same. It is not a charge-transition level of either.

**Q:** Then is the charge state found in a real sample independent of how the sample was annealed?

**A:** That does not follow. The position of the level is one matter, and the position of the Fermi energy is another. The Fermi energy is set by charge neutrality:

$$p+\sum_q q\,c_q=n_e+N_a+2c(V_A^{2-}).$$

Here $p$ and $n_e$ are the hole and electron densities, $N_a$ is the density of fixed, fully ionized acceptors, and $c_q=N_Bg_qe^{-E_f/k_BT}$ is the dilute vacancy density on $N_B$ sites per volume. For a parabolic valence band with hole mass $m_h$,

$$p=\frac{1}{2\pi^2}\left(\frac{2m_h}{\hbar^2}\right)^{3/2}\int_0^\infty\frac{\sqrt{E}\,dE}{e^{(E+E_F)/k_BT}+1},$$

where $E$ is the depth below the band edge and the fraction contains the probability that a state is empty. The electron density has the same form, with the electron mass and with $E_F$ replaced by $E_g-E_F$.

Take $N_a=10^{19}$ cm$^{-3}$, $N_B=2\times10^{22}$ cm$^{-3}$, a hole mass of 1.0 and an electron mass of 0.2 free-electron masses, and 1000 K. Without vacancies, neutrality gives $E_F=0.233$ eV. In the B-rich limit $V_B^{2+}$ costs $2+2(0.233)\approx2.47$ eV. Its density is only $7.5\times10^9$ cm$^{-3}$, and $E_F$ stays at 0.233 eV.

In the B-poor limit $E_F$ rises to 0.368 eV. There $V_B^{2+}$ costs $2(0.368)\approx0.74$ eV and reaches $3.9\times10^{18}$ cm$^{-3}$. The holes fall to $2.1\times10^{18}$ cm$^{-3}$, and the positive charge adds up as

$$2.1\times10^{18}+2(3.9\times10^{18})\approx10^{19}\ {\rm cm}^{-3}.$$

The vacancies now compensate most of the acceptors. The reservoir has moved the Fermi energy by 0.135 eV while the level has stayed at 1.7 eV. In both limits $E_F$ is far below the level, so the vacancies are mainly doubly positive. These Fermi energies hold at 1000 K and for full ionization, which is an idealization here: an unscreened hydrogenic acceptor with this hole mass, a dielectric constant of 10 and degeneracy 4 binds 0.136 eV, is only about 57% and 81% ionized in the two limits, and gives a shift of about 0.10 eV instead. If the vacancies are frozen in on cooling, neutrality must be solved again at the lower temperature with their number fixed. In a sample whose Fermi energy lies near a level, a shift of this kind could change the dominant charge state.

**Q:** When would you stop trusting the statement itself?

**A:** When the energies $E(X^q)$ are no longer properties of an isolated defect in a given host. In the B-poor limit at $E_F=0$, the formation energy of $V_B^{2+}$ is zero. Its weight is then one, and the independent-site formula leaves about half of the B sites vacant. Vacancies so dense would interact, and their energies would depend on their concentration, hence on $\mu_B$. Neutrality keeps the example away from this: at $E_F=0.368$ eV about two B sites in ten thousand are vacant. Even so, the calculation neglects interactions among the charged vacancies, acceptors and carriers, and any change of the gap with temperature. The Coulomb part is not small at these densities. A Debye–Hückel estimate with a dielectric constant of 10 lowers $V_B^{2+}$ by about 0.12 eV in the B-rich limit and 0.15 eV in the B-poor limit, between one and two $k_BT$. It raises the B-poor Fermi energy by several hundredths of an eV and moves the effective $2{+}/0$ level by a similar amount, slightly differently in the two limits.

The reservoir can also act indirectly. If it changes the stoichiometry, lattice constant or phase of the host, then $E(X^q)$ and $E_v$ change, and the levels may move with them. The cancellation removes the explicit terms $n_i\mu_i$; it does not make different hosts equivalent.

Finally, a crossing calculated outside the gap does not describe a localized state exchanging an electron within the gap. With reversed order, one one-electron crossing can lie outside while the stable transition lies inside: $e_d=-2.3$ eV, $U=0.2$ eV and $S=0.5$ eV give $\varepsilon(2{+}/{+})=3.2$ eV but $\varepsilon(2{+}/0)=2.8$ eV. The levels used here lie between 0 and 3 eV. The numerical output gives them together with the formation energies in both reservoir limits.

## Computed results

```
Gap 3.00 eV; Ev -6.00 eV; orbital level -3.60 eV
U 0.60 eV; lam 1.00 eV/angstrom
Core energy C -301.00 eV; bulk cell energy -320.00 eV
AB pairs in cell 32; energy per AB unit -10.00 eV
Elemental energies A -3.00, B -5.00 eV per atom
Formation enthalpy -2.00 eV per AB unit
Total energy with A vacancy, charge 2-: -323.00 eV
Soft lattice: K 1.00 eV/angstrom^2, S 0.500 eV, U_eff -0.400 eV
  level 2+/+: 1.9000 eV
  level +/0: 1.5000 eV
  level 2+/0: 1.7000 eV
Stiff lattice: K 5.00 eV/angstrom^2, S 0.100 eV, U_eff 0.400 eV
  level 2+/+: 2.3000 eV
  level +/0: 2.7000 eV
  level 2+/0: 2.5000 eV
Soft, q=2: total energy -301.000 eV at Q 0.000 angstrom
Soft, q=1: total energy -305.100 eV at Q 1.000 angstrom
Soft, q=0: total energy -309.600 eV at Q 2.000 angstrom
B-rich: muA -5.00 eV, muB -5.00 eV
  Ef of q=2,1,0 at EF=0.000 eV: 2.000, 3.900, 5.400 eV
  Ef of q=2,1,0 at EF=1.700 eV: 5.400, 5.600, 5.400 eV
  soft level 2+/0: 1.7000 eV
  V_A(2-) formation energy at EF=0: 4.000 eV
  V_B(2+) / V_A(2-) crossing: 0.5000 eV
B-poor: muA -3.00 eV, muB -7.00 eV
  Ef of q=2,1,0 at EF=0.000 eV: 0.000, 1.900, 3.400 eV
  Ef of q=2,1,0 at EF=1.700 eV: 3.400, 3.600, 3.400 eV
  soft level 2+/0: 1.7000 eV
  V_A(2-) formation energy at EF=0: 6.000 eV
  V_B(2+) / V_A(2-) crossing: 1.5000 eV
Neutral vacancy ionization: vertical 2.000 eV, thermal 1.500 eV
Temperature 1000 K; kT 0.08617 eV; kT ln2 0.05973 eV
Equal populations 2+/+: EF 1.8403 eV
Equal populations +/0: EF 1.5597 eV
Equal populations 2+/0: EF 1.7000 eV
B sites 2.0e+22 cm^-3; fixed acceptors 1.0e+19 cm^-3
Masses: electron 0.20, hole 1.00 free-electron masses
Neutral EF without vacancies: 0.2329 eV
B-rich: neutral EF 0.2329 eV
  holes 1.000e+19 cm^-3; V_B(2+) 7.478e+09 cm^-3
B-poor: neutral EF 0.3677 eV
  holes 2.131e+18 cm^-3; V_B(2+) 3.934e+18 cm^-3
```
